The Lifshitz invariant of D2d magnets and the energy of antiskyrmions

1. Definitions and conventions

A magnetic film of thickness t lies in the xy plane. Its magnetization has fixed length M and unit direction m(x,y), uniform through the thickness:

m = (sinθ cosΦ, sinθ sinΦ, cosθ).

Position in the plane has polar coordinates r, φ. A round texture has θ = θ(r), with θ(0) = π and θ → 0 far away, and azimuth Φ = nφ + γ. Here n = +1 is a skyrmion, n = −1 an antiskyrmion, and γ a constant angle. The Lifshitz terms are

L_ij^(k) = m_i ∂_k m_j − m_j ∂_k m_i.

The point group D2d has a fourfold rotoinversion axis S4 along z, twofold axes along x and y, and mirrors containing z and the diagonals. The energy density contains exchange A|∇m|², anisotropy K sin²θ and the chiral term w to be found. Algebra is in Hartree atomic units; numbers are in eV and nm.

2. Simple case: variation along x

Products m_i ∂_k m_j are even under time reversal, so only spatial symmetry restricts them. Split each product:

m_i ∂_k m_j = ½ ∂_k(m_i m_j) + ½ L_ij^(k).

The first part is a total derivative and acts at boundaries. The second can act in the bulk.

Under a proper rotation the axial vector m transforms like the polar vector ∂. The twofold rotation about x reverses every y and z index, so a product survives only if it has an even number of them. The rotations about y and z give the same rule for the pairs (x,z) and (x,y). The numbers of x, y and z indices must therefore have equal parity. Since they add up to three, each is one.

For variation along x this leaves one Lifshitz term, L_yz^(x) = (m×∂_x m)_x. As a test, take the helix m = (0, sin qx, cos qx):

L_yz^(x) = −q sin²qx − q cos²qx = −q.

The term is linear in q, so it distinguishes the two senses of rotation.

3. All directions

The candidates are now L_yz^(x), L_xz^(y) and L_xy^(z). S4 decides between them. It takes polar components (x, y, z) to (−y, x, −z) and has determinant −1, so an axial vector gains an extra sign:

∂_x → −∂_y, ∂_y → ∂_x, ∂_z → −∂_z;
m_x → m_y, m_y → −m_x, m_z → m_z.

Substitution gives

L_yz^(x) → (−m_x)(−∂_y)m_z − m_z(−∂_y)(−m_x) = L_xz^(y),
L_xz^(y) → m_y ∂_x m_z − m_z ∂_x m_y = L_yz^(x),
L_xy^(z) → m_y(−∂_z)(−m_x) − (−m_x)(−∂_z)m_y = −L_xy^(z).

The last term is forbidden and the first two must have equal coefficients. The diagonal mirrors are products of S4 and the twofold rotations, so they add no condition. One independent invariant remains, made of two Lifshitz terms:

w = D [L_yz^(x) + L_xz^(y)]
  = D [(m×∂_x m)_x − (m×∂_y m)_y].

The minus sign arises because (m×∂_y m)_y = m_z ∂_y m_x − m_x ∂_y m_z = −L_xz^(y).

The same reasoning allows two total derivatives, ∂_x(m_y m_z) + ∂_y(m_x m_z) and ∂_z(m_x m_y). The first integrates to zero because, with K > 0, m_x and m_y fall off faster than 1/r, the second because m does not depend on z.

Test on straight textures. If m varies along the unit vector s = (cosα, sinα, 0), then ∂_x = cosα ∂_s and ∂_y = sinα ∂_s, so

w = D (m×∂_s m)·(cosα, −sinα, 0).

The preferred rotation axis is parallel or antiparallel to (cosα, −sinα, 0). For variation along x and along y the result is a helix, with opposite handedness in the two cases. Along a diagonal the axis is perpendicular to s, which gives a cycloid. As s turns one way, the preferred axis turns the other way. This is the geometrical origin of the preference for antiskyrmions.

4. Round textures

Let e_θ = (cosθ cosΦ, cosθ sinΦ, −sinθ) and e_Φ = (−sinΦ, cosΦ, 0). Then ∂_k m = ∂_kθ e_θ + sinθ ∂_kΦ e_Φ. With m×e_θ = e_Φ and m×e_Φ = −e_θ,

m×∂_k m = ∂_kθ e_Φ − sinθ ∂_kΦ e_θ.

Taking the x component for k = x and subtracting the y component for k = y,

w = −D [sinΦ ∂_xθ + cosΦ ∂_yθ + sinθ cosθ (cosΦ ∂_xΦ − sinΦ ∂_yΦ)].

Let Φ be any function of φ alone, with derivative Φ_φ, and write θ' = dθ/dr. Then

∂_xθ = θ' cosφ, ∂_yθ = θ' sinφ,
∂_xΦ = −Φ_φ sinφ/r, ∂_yΦ = Φ_φ cosφ/r.

Both brackets combine through sinΦ cosφ + cosΦ sinφ = sin(Φ+φ):

w = −D sin(Φ+φ) [θ' − Φ_φ sinθ cosθ/r].    (1)

For Φ = nφ + γ the angular factor is sin((n+1)φ + γ). Its integral over φ vanishes for every integer n except −1. For the skyrmion the factor is sin(2φ+γ): quadrants of positive and negative energy density cancel, although the density itself is not zero.

For n = −1 the factor is sinγ everywhere, and

E_L = −2πtD sinγ ∫ (rθ' + sinθ cosθ) dr.

For a texture whose θ falls off faster than 1/r, the product rθ vanishes at both ends, so ∫ rθ' dr = −∫ θ dr. Hence

E_L = 2πtD sinγ J, J = ∫₀^∞ (θ − ½ sin2θ) dr.    (2)

The function θ − ½ sin2θ is zero at θ = 0 and has derivative 1 − cos2θ = 2 sin²θ ≥ 0, so it is positive for θ > 0. Thus J > 0 whenever θ(r) is positive at finite r, even if θ does not fall monotonically.

The energy is lowered when sinγ has the sign opposite to D, and most when sinγ = −sgn D:

E_L = −2πt|D|J.

The opposite orientation raises it by the same amount. An antiskyrmion can correct this by turning. Rotating positions and spins by β gives Φ = −(φ−β) + γ + β = −φ + γ + 2β, so a quarter turn reverses sinγ. Exchange and uniaxial anisotropy do not change under this rotation.

Test on a large texture. If θ drops from π to 0 in a narrow wall at radius R, the integrand is π inside and zero outside, so J = πR. The gain is π|D| per wall area 2πRt. A straight wall with the preferred rotation axis gives the same value, since |D| ∫|dθ| = π|D|.

A second case comes from reflecting m_y → −m_y at fixed positions. This changes Φ to −Φ, and so n to −n. It reverses (m×∂_x m)_x and leaves (m×∂_y m)_y unchanged. The invariant becomes −D[(m×∂_x m)_x + (m×∂_y m)_y], the isotropic chiral coupling for variation in the plane. For textures uniform through the thickness, and apart from stray fields, a D2d antiskyrmion therefore has the energy of a skyrmion in an isotropic chiral magnet with the same A, K and |D|. The equality ends there: the isotropic magnet also has the term L_xy^(z), forbidden in D2d, and its skyrmion can lower its energy further by twisting through the thickness.

5. Any azimuth at a given radial profile

Could a skyrmion with a less regular azimuth gain as much? Keep θ(r) fixed and let Φ(φ) have any integer winding N. Put ψ = Φ + φ. Since cosψ returns to its starting value after one circuit,

∫ sinψ (Φ_φ + 1) dφ = −[cosψ] = 0,

and therefore ∫ sinψ Φ_φ dφ = −∫ sinψ dφ. Integrating (1) gives

E_L = −tD [∫rθ' dr + ∫sinθ cosθ dr] ∫ sinψ dφ
    = tDJ ∫ sinψ dφ ≥ −2πt|D|J.    (3)

Equality requires sinψ = −sgn D at every φ, hence constant ψ and N = −1. The exchange energy contains

At ∫(sin²θ/r) dr ∫Φ_φ² dφ,

and the Cauchy–Schwarz inequality gives ∫Φ_φ² dφ ≥ 2πN². Among nonzero windings with the same θ(r), the correctly oriented antiskyrmion thus has the lowest sum of exchange, anisotropy and chiral energy. Changes of outline, an azimuth that also varies with r, and stray fields lie outside this statement.

6. How a skyrmion escapes the zero

Let the azimuth respond to the quadrants:

Φ = φ + γ + a cos u, u = 2φ + γ.

Then ψ = u + a cos u. One circuit in φ covers two periods of u with dφ = du/2, so

∫ sinψ dφ = ∫ over one period [sin u cos(a cos u) + cos u sin(a cos u)] du.

The first part is odd in u and vanishes. The second is 2πJ₁(a), where J₁ is the Bessel function, not the length J. Also Φ_φ = 1 − 2a sin u, so ∫Φ_φ² dφ = 2π + 4πa². With S = ∫(sin²θ/r) dr, the energy change is

ΔE = 2πt [DJ J₁(a) + 2ASa²].    (4)

For small a, J₁(a) ≈ a/2. The minimum is then at a = −DJ/(8AS), with

ΔE = −πtD²J²/(16AS).

At a fixed profile θ(r) and for small D, the skyrmion gains at second order in D and the antiskyrmion at first order. The equilibrium profile itself depends on D, so the gain of an antiskyrmion at its equilibrium size is not simply proportional to D. The average of zero belongs to the undistorted skyrmion.

7. Equilibrium size

For the favourable antiskyrmion the energy is

E = 2πt ∫ [A(θ'² + sin²θ/r²) + |D|(θ' + sinθ cosθ/r) + K sin²θ] r dr.

The Euler–Lagrange equation is

2A(rθ')' + |D| = A sin2θ/r + |D| cos2θ + Kr sin2θ.

Using 1 − cos2θ = 2 sin²θ and dividing by 2Ar,

θ'' + θ'/r = sin2θ/(2r²) + (K/2A) sin2θ − |D| sin²θ/(Ar).    (5)

Under the dilation θ(r) → θ(r/λ), exchange is unchanged, the chiral energy scales as λ and the anisotropy energy E_K as λ². Equilibrium at λ = 1 requires E_L + 2E_K = 0. An axisymmetric skyrmion has no linear term and shrinks in this model. Its energy is therefore compared below at the antiskyrmion's profile, held fixed.

8. Worked example

Take A = 0.3 eV/nm, D = 0.012 eV/nm², K = 6×10⁻⁴ eV/nm³ and t = 5 nm. The width √(A/K) is 22.4 nm. A straight wall costs at least 2√(AK) ∫ sinθ |dθ| = 4√(AK) per area before its chiral gain π|D|. The ratio π|D|/(4√(AK)) is 0.70, so walls still cost energy and, with the long-range stray field left out, the uniform state is preferred.

Equation (5), solved numerically as a boundary-value problem, gives m_z = 0 at r = 21.8 nm, J = 71.5 nm and S = 1.34. The narrow-wall value πR = 68.5 nm is about 4% below J. The gain is

2πt|D|J = 2π × 5 × 0.012 × 71.5 = 27.0 eV = 4.32 aJ.

The antiskyrmion energy, relative to the uniform state, is

43.1 (exchange) − 27.0 (chiral) + 13.5 (anisotropy) = 29.6 eV.

The chiral term is minus twice the anisotropy term, as dilation requires. The total is positive: the invariant lowers the antiskyrmion's energy without bringing it below the uniform state. The axisymmetric skyrmion with the same profile has 56.6 eV. Shrinking it to 0.8 of its size lowers this to 51.7 eV.

For the azimuthal distortion, DJ = 0.858 eV/nm and AS = 0.402 eV/nm. The second-order formula gives a gain of 1.80 eV; minimizing (4) gives 1.77 eV at a = −0.26. Allowing also the outline θ(r[1 + b sin(2φ+γ)]), and minimizing the numerically integrated energy over a and b, gives 2.3 eV. This is 9% of the antiskyrmion's gain, from a trial form at fixed size. A freer change of shape gains more: letting a and b depend on r and adding the second harmonic, at the same angular average of θ, raises the gain to about 3.0 eV.

9. Stray field and temperature

The local part of the stray field is already contained in K, through the density K_d = 2πM²/c², where c is the speed of light. For M = 400 kA/m, K_d = 6.3×10⁻⁴ eV/nm³. Surface charges depend on m_z alone and are equal for equal profiles. They do not couple to the volume charges, because they are odd about the midplane and the volume charges are even.

A skyrmion with γ = ±π/2 has its in-plane magnetization along circles and no volume charge. For the antiskyrmion, m_x + i m_y = sinθ e^{i(γ−φ)}. The Fourier component of m along the wavevector k, whose polar angle is φ_k, has magnitude 2πH₁(k)|cos(2φ_k−γ)|, with H₁ = ∫ sinθ J₁(kr) r dr. The volume charge has k times this magnitude. Integrating the slab potential e^{−k|z−z'|}/(2k) over z and z' gives tg/k², with g = 1 − (1−e^{−kt})/(kt), and the k² from the two charges cancels. The cost is

E_vol = K_d t ∫ (d²k/4π²) |2πH₁ cos(2φ_k−γ)|² g
      = πK_d t ∫ k H₁² g dk.

Numerical quadrature gives 0.86 eV, or 3% of the gain. Subtracting this and the skyrmion's distortion leaves an advantage of 27.0 − 2.3 − 0.9 = 23.8 eV for this profile and trial form. Against a skyrmion that is free to shrink, the advantage is much smaller: the skyrmion's energy falls towards the exchange limit of 37.7 eV derived below, only about 8 eV above the antiskyrmion's 29.6 eV. The stray field caused by the skyrmion's distortion is not included.

For surface charges the slab factor is 1 − g. The 1 is the local part in K; the rest is

−2πK_d t ∫ k H₀² g dk, H₀ = ∫ (1−cosθ) J₀(kr) r dr,

which is −1.5 eV for both textures. It cancels between equal, undistorted profiles, but it alters the size. Adding both stray terms to profiles optimized without them at each radius moves the antiskyrmion's energy minimum from 21.8 nm to about 26 nm and its chiral gain from 27 to about 32 eV. The figures quoted here are for the 21.8 nm profile.

At 300 K, kT = 0.026 eV. The gain is about 1000 kT, but it is an energy difference between textures and sets no lifetime. For axisymmetric collapse, (θ' + sinθ/r)² ≥ 0 gives

E_exchange ≥ 2πAt ∫(−2θ' sinθ) dr = 8πAt = 37.7 eV.

Equality holds for tan(θ/2) = ρ/r with any length ρ. If the slow tail of this profile is cut off at a fixed radius, the other terms vanish as the size goes to zero, so a collapse must reach at least 37.7 eV, and, with the long-range stray field left out, the continuum barrier is at least 37.7 − 29.6 = 8.1 eV, about 310 kT. Atomic discreteness or a collapse that is not uniform through the thickness can lower it. The thermal reduction of M, A, D and K is not included.

10. Beside real magnets

D2d is the relevant symmetry for tetragonal Mn–Pt–Sn Heusler magnets, but the parameters used here are round values for illustration. In particular, A is large for magnets that order near 400 K. The rough estimate A ≈ kT_c/(3a), with ordering temperature T_c = 400 K and spin spacing a = 0.4 nm, gives about 0.03 eV/nm, a tenth of the value used. With that A and the same D and K, the ratio π|D|/(4√(AK)) would be 2.2, so walls would have negative energy and the uniform background assumed above would be unstable. In these materials antiskyrmions are seen in an applied field, over a modulated zero-field state, and the model contains no field. The energies and the barrier above are therefore not predictions for these magnets. Antiskyrmions have been imaged in thin plates of such materials, typically of order 100 nm thick. The 5 nm film is therefore far thinner than usual, and its texture, about 44 nm across, is on the small side. Thick plates break the assumption that volume charges matter little. With the same profile, kept uniform through 100 nm, their cost rises from 3% to about 20% of the gain. At that thickness this profile is no longer an equilibrium. The surface-charge term reaches −37% of the gain, the energy falls steadily as the radius grows from 15 to 150 nm, and it drops below that of the uniform state between 40 and 60 nm. A real plate can also change its profile with depth, which this estimate excludes. At equal, fixed profiles, and with the stray field caused by the skyrmion's distortion left out, D2d symmetry thus favours the antiskyrmion in this model when the chiral gain exceeds the sum of the volume-charge cost and the skyrmion's gain from distortion. This condition compares two textures. It does not settle which one appears in a real plate, where both can change size and shape.

All numerical values are calculated from the stated model.
